# Dipole repulsion between adsorbates on a metal and its factor of two: verification in Python

```python
"""
Result under test: two adsorbates on a metal, lateral distance r apart, interact as
    U = 2 p_a p_b / r^3   (Gaussian form; times 1/(4 pi eps0) in SI),
where p = charge times its height above the image plane = moment of ALL real charge.
Symbols: q charge (units of e), d height above the image plane (angstrom),
lambda Thomas-Fermi screening length, m = 2 p moment of charge plus fictitious image.
Reduced energies (unit charges, Gaussian) are in 1/angstrom; COULOMB turns them into eV.
"""
import numpy as np
from scipy import constants as const
from scipy.linalg import solve_banded
from scipy.optimize import brentq
from scipy.special import j0

COULOMB = const.e / (4 * np.pi * const.epsilon_0) * 1e10      # eV angstrom
DEBYE_PER_E_ANGSTROM = const.e * 1e-10 * const.c / 1e-21

charge = 0.5          # e
height = 1.2          # angstrom above the image plane
spacing = 8.0         # angstrom
screening = 0.5       # angstrom, Thomas-Fermi length
edge_height = 0.7     # angstrom above the edge of the Thomas-Fermi metal


def image_energy(r, d):
    """Cross energy of two unit charges at height d over an ideal metal."""
    return 1 / r - 1 / np.sqrt(r**2 + 4 * d**2)


def gauss(a, b, n):
    x, w = np.polynomial.legendre.leggauss(n)
    return 0.5 * (b - a) * x + 0.5 * (a + b), 0.5 * (b - a) * w


def vacuum_field_energy(r, d, n_angle=80, n_radial=40):
    """(1/4pi) integral of E1.E2 over the vacuum, spherical grid about charge 2.
    Only x > 0, y > 0 is integrated; the mirror planes supply a factor 4."""
    u, wu = gauss(0, 1, n_radial)
    scale = d
    total = 0.0
    for t0, t1 in ((0, np.pi / 2), (np.pi / 2, np.pi)):
        theta, wt = gauss(t0, t1, n_angle)
        for f0, f1 in ((0, np.pi / 2), (np.pi / 2, np.pi)):
            phi, wf = gauss(f0, f1, n_angle)
            th = theta[:, None, None]
            ph = phi[None, :, None]
            nx, ny = np.sin(th) * np.cos(ph), np.sin(th) * np.sin(ph)
            nz = np.cos(th) + 0 * ph
            # inverse distance to the first boundary: metal plane or mirror plane
            inverse = np.maximum(0, np.maximum(-nz / d, -nx / (r / 2)))
            u_max = 1 / (1 + scale * inverse)
            v = u_max * u[None, None, :]
            s = scale * v / (1 - v)
            jacobian = scale / (1 - v)**2 * u_max * s**2 * np.sin(th)
            x, y, z = r / 2 + s * nx, s * ny, d + s * nz
            fields = []
            for x0 in (-r / 2, r / 2):
                real = ((x - x0)**2 + y**2 + (z - d)**2)**-1.5
                image = ((x - x0)**2 + y**2 + (z + d)**2)**-1.5
                fields.append(((x - x0) * (real - image), y * (real - image),
                               (z - d) * real - (z + d) * image))
            dot = sum(a * b for a, b in zip(*fields))
            weight = wt[:, None, None] * wf[None, :, None] * wu[None, None, :]
            total += np.sum(weight * jacobian * dot)
    return 4 * total / (4 * np.pi)


def sheet_potential(r, z, d):
    """Potential at (r, z) of the real screening sheet of a unit charge at height d,
    by direct integration over the plane with rho = d tan(t)."""
    t, wt = gauss(0, np.pi / 2, 300)
    phi = 2 * np.pi * np.arange(800) / 800
    rho = d * np.tan(t)[:, None]
    distance = np.sqrt(rho**2 + r**2 - 2 * rho * r * np.cos(phi) + z**2)
    return -np.sum(wt * np.sin(t) * np.mean(1 / distance, axis=1))


def layer_solution(k, h_edge, length, step=0.0025):
    """Finite-difference potential of a unit charge sheet cos(kx) at h_edge above a
    Thomas-Fermi metal (z < 0). Returns z, potential, screening charge per node."""
    below, above = round(20 * length / step), round((h_edge + 2) / step)
    z = step * np.arange(-below, above + 1)
    inside = np.where(z < -step / 2, 1.0, np.where(z < step / 2, 0.5, 0.0))
    bands = np.full((3, z.size), -1 / step)
    bands[1] = 2 / step + step * (k**2 + inside / length**2)
    bands[1, -1] = 1 / step + k + step * k**2 / 2      # decays as exp(-kz) above
    source = np.zeros(z.size)
    source[below + round(h_edge / step)] = 4 * np.pi
    potential = solve_banded((1, 1), bands, source)
    return z, potential, -inside * potential * step / (4 * np.pi * length**2)


def screened_energy(r, h_edge, length):
    """Cross energy of two unit charges over the Thomas-Fermi metal (Bessel integral)."""
    x, w = gauss(0, 1, 20)
    width = 28 / 200
    k = (width * (np.arange(200)[:, None] + x)).ravel()
    weight = np.tile(width * w, 200)
    reflected = np.exp(-2 * k * h_edge - 2 * np.arcsinh(k * length))
    return 1 / r - np.sum(weight * j0(k * r) * reflected)


# --- ideal metal: energy from the vacuum field and from the real screening charge
reduced_exact = image_energy(spacing, height)
reduced_field = vacuum_field_energy(spacing, height)
# tolerance: the integration region has an edge that limits Gauss quadrature
assert abs(reduced_field / reduced_exact - 1) < 5e-3
reduced_sheet = 1 / spacing + sheet_potential(spacing, height, height)
assert abs(reduced_sheet / reduced_exact - 1) < 1e-5

# --- limiting law and its first correction
for r in (32.0, 64.0):
    ratio = image_energy(r, height) / (2 * height**2 / r**3)
    assert abs(ratio - (1 - 3 * height**2 / r**2)) < 12 * (height / r)**4

# --- extended adsorbates: one charged, one neutral; columns are q, x, y, z
set_a = np.array([[0.6, 0.3, -0.2, 1.0], [-0.2, -0.5, 0.4, 1.9]])
set_b = np.array([[0.4, 0.2, 0.1, 2.0], [-0.4, -0.3, 0.0, 1.2]])
far = 4000.0
extended = 0.0
for qa, xa, ya, za in set_a:
    for qb, xb, yb, zb in set_b:
        lateral2 = (far + xb - xa)**2 + (yb - ya)**2
        extended += qa * qb * (1 / np.sqrt(lateral2 + (za - zb)**2)
                               - 1 / np.sqrt(lateral2 + (za + zb)**2))
moment_a, moment_b = set_a[:, 0] @ set_a[:, 3], set_b[:, 0] @ set_b[:, 3]
extended_ratio = extended * far**3 / (2 * moment_a * moment_b)
assert abs(extended_ratio - 1) < 5e-3       # lateral size / distance remains

# --- potential step of a square layer from an explicit sum over charges and images
sites = spacing * np.arange(-1000, 1001)
lateral2 = sites[:, None]**2 + sites[None, :]**2
probe = 2 * spacing
step_sum = np.sum(1 / np.sqrt(lateral2 + (probe - height)**2)
                  - 1 / np.sqrt(lateral2 + (probe + height)**2))
step_ratio = step_sum / (4 * np.pi * height / spacing**2)
assert abs(step_ratio - 1) < 3e-3           # finite patch misses about 0.2 percent

# --- Thomas-Fermi metal: image plane, moment, step and reflection factor
z_grid, layer_phi, induced = layer_solution(1e-6, edge_height, screening)
induced_total = induced.sum()
centroid = (z_grid @ induced) / induced_total
total_moment = edge_height + z_grid @ induced
assert abs(induced_total + 1) < 1e-4
assert abs(centroid + screening) < 1e-4
assert abs(layer_phi[-1] / (4 * np.pi * total_moment) - 1) < 1e-4
for k in (0.2, 1.0, 3.0):
    z_k, phi_k, _ = layer_solution(k, edge_height, screening)
    at_charge = phi_k[np.argmin(abs(z_k - edge_height))]
    reflection = -np.exp(-2 * np.arcsinh(k * screening))
    formula = 2 * np.pi / k * (1 + reflection * np.exp(-2 * k * edge_height))
    assert abs(at_charge / formula - 1) < 1e-4

# --- Thomas-Fermi metal: interaction at large distance
plane_height = edge_height - centroid
assert abs(screened_energy(spacing, height, 0.0) / reduced_exact - 1) < 1e-9
r = 32.0
screened_ratio = screened_energy(r, edge_height, screening) * r**3 / (2 * total_moment**2)
big_d = edge_height + screening
predicted = 1 - 3 * (big_d**2 - screening**3 / big_d) / r**2
assert abs(screened_ratio - predicted) < 1e-4

# --- response: charges on vertical springs relax, energy gain falls as r^-6
stiffness = 5.0       # eV / angstrom^2 for each charge


def relaxation_gain(r):
    strength = COULOMB * charge**2

    def slope(x):
        h = height + x
        return 2 * stiffness * x + strength * 4 * h / (r**2 + 4 * h**2)**1.5
    x = brentq(slope, -0.5, 0.5, xtol=1e-15)
    relaxed = stiffness * x**2 + strength * image_energy(r, height + x)
    return strength * image_energy(r, height) - relaxed


gain_ratio = relaxation_gain(60.0) / relaxation_gain(120.0)
assert abs(gain_ratio / 2**6 - 1) < 0.01

# --- worked example
p = charge * height
to_mev = 1000 * COULOMB
law = 2 * to_mev * p**2 / spacing**3
exact = to_mev * charge**2 * reduced_exact
density = 1 / spacing**2
work_change = -4 * np.pi * COULOMB * density * p
pair_moment = -work_change / (2 * np.pi * COULOMB * density)

print(f"e^2/(4 pi eps0) = {COULOMB:.4f} eV angstrom")
print(f"charge q = {charge:.2f} e, height over image plane d = {height:.2f} angstrom")
print(f"separation r = {spacing:.1f} angstrom")
print(f"moment p = q d = {p:.3f} e angstrom = {p * DEBYE_PER_E_ANGSTROM:.3f} debye")
print(f"moment of charge plus image, m = {2 * p:.3f} e angstrom")
print(f"limiting law 2p^2/r^3 = {law:.3f} meV")
print(f"full image energy = {exact:.3f} meV")
print(f"full / limiting law = {exact / law:.4f}")
print(f"1 - 3 d^2/r^2 = {1 - 3 * height**2 / spacing**2:.4f}")
print(f"vacuum field energy (quadrature) = {to_mev * charge**2 * reduced_field:.3f} meV")
print(f"energy from real screening sheet = {to_mev * charge**2 * reduced_sheet:.3f} meV")
print(f"mistake p^2/r^3 = {law / 2:.3f} meV")
print(f"mistake m^2/r^3 = {to_mev * (2 * p)**2 / spacing**3:.3f} meV")
print(f"mistake 2m^2/r^3 = {2 * to_mev * (2 * p)**2 / spacing**3:.3f} meV")
print(f"correct m^2/(2r^3) = {to_mev * (2 * p)**2 / (2 * spacing**3):.3f} meV")
print(f"extended adsorbates: moments {moment_a:.3f} and {moment_b:.3f} e angstrom")
print(f"extended adsorbates at {far:.0f} angstrom: energy / law = {extended_ratio:.5f}")
print(f"layer density n = {density:.6f} per angstrom^2")
print(f"work-function change = {work_change:.3f} eV")
print(f"moment read with 2 pi n m = {pair_moment:.3f} e angstrom")
print(f"lattice sum of step / (4 pi n p) = {step_ratio:.4f}")
print(f"Thomas-Fermi length = {screening:.2f} angstrom")
print(f"charge height over metal edge = {edge_height:.2f} angstrom")
print(f"screening charge per unit charge = {induced_total:.5f}")
print(f"screening-charge centroid z = {centroid:.5f} angstrom")
print(f"height over image plane = {plane_height:.5f} angstrom")
print(f"total moment for q = {charge:.2f} e: {charge * total_moment:.5f} e angstrom")
wrong_edge = 2 * to_mev * (charge * edge_height)**2 / spacing**3
print(f"mistake, height from metal edge, at r = 8: {wrong_edge:.3f} meV")
print("r (angstrom), law, ideal metal, Thomas-Fermi metal (meV):")
for r in (8.0, 16.0, 32.0):
    row = (2 * p**2 / r**3, charge**2 * image_energy(r, height),
           charge**2 * screened_energy(r, edge_height, screening))
    print(f"  {r:4.0f}  " + "  ".join(f"{to_mev * value:.4f}" for value in row))
print(f"Thomas-Fermi energy / law at 32 angstrom = {screened_ratio:.5f}")
print(f"predicted with first correction = {predicted:.5f}")
print(f"spring stiffness = {stiffness:.1f} eV/angstrom^2")
print(f"relaxation gain at r = 8 angstrom = {1000 * relaxation_gain(spacing):.4f} meV")
print(f"gain(60 angstrom) / gain(120 angstrom) = {gain_ratio:.2f}")
print("ALL CHECKS PASSED")
```

Running it gives:

```
e^2/(4 pi eps0) = 14.3996 eV angstrom
charge q = 0.50 e, height over image plane d = 1.20 angstrom
separation r = 8.0 angstrom
moment p = q d = 0.600 e angstrom = 2.882 debye
moment of charge plus image, m = 1.200 e angstrom
limiting law 2p^2/r^3 = 20.250 meV
full image energy = 18.978 meV
full / limiting law = 0.9372
1 - 3 d^2/r^2 = 0.9325
vacuum field energy (quadrature) = 18.979 meV
energy from real screening sheet = 18.978 meV
mistake p^2/r^3 = 10.125 meV
mistake m^2/r^3 = 40.499 meV
mistake 2m^2/r^3 = 80.998 meV
correct m^2/(2r^3) = 20.250 meV
extended adsorbates: moments 0.220 and 0.320 e angstrom
extended adsorbates at 4000 angstrom: energy / law = 1.00055
layer density n = 0.015625 per angstrom^2
work-function change = -1.696 eV
moment read with 2 pi n m = 1.200 e angstrom
lattice sum of step / (4 pi n p) = 0.9982
Thomas-Fermi length = 0.50 angstrom
charge height over metal edge = 0.70 angstrom
screening charge per unit charge = -1.00000
screening-charge centroid z = -0.50000 angstrom
height over image plane = 1.20000 angstrom
total moment for q = 0.50 e: 0.60000 e angstrom
mistake, height from metal edge, at r = 8: 6.890 meV
r (angstrom), law, ideal metal, Thomas-Fermi metal (meV):
     8  20.2495  18.9777  19.0485
    16  2.5312  2.4893  2.4921
    32  0.3164  0.3151  0.3152
Thomas-Fermi energy / law at 32 angstrom = 0.99610
predicted with first correction = 0.99609
spring stiffness = 5.0 eV/angstrom^2
relaxation gain at r = 8 angstrom = 0.0439 meV
gain(60 angstrom) / gain(120 angstrom) = 63.77
ALL CHECKS PASSED
```
